**Dissociative adsorption on independent sites: numerical tests**

The program tests $\theta=\sqrt{Kp}/(1+\sqrt{Kp})$, where $\theta$ is the fraction of occupied sites, $p$ the gas pressure and $K$ the equilibrium constant built from molecular and surface partition functions. It asserts that an exact sum over a closed box with a fixed number of atoms agrees with the formula; the output shows coverages of 0.363855 and 0.363851. A master equation on a 12-site ring gives the predicted coverage of 0.375 at two hopping rates. Further assertions cover the translational and vibrational partition functions, the pressure exponent, the heat at fixed coverage, the impingement flux and the relaxation time. For hydrogen on Cu(100) at 350 K and 100 Torr, with rough typical parameters, the coverage is 0.36. A shift of 0.05 eV in the energy released per molecule moves it to 0.20 or 0.56, and a repulsion of 0.02 eV per neighbouring pair lowers it to 0.24.

## Program and output

```python
"""
Reversible dissociative adsorption A2 + 2 empty sites <-> 2 adsorbed A.
Result under test: theta = sqrt(K p) / (1 + sqrt(K p)), with
    K = z_site^2 exp(D/kT) Lambda^3 / (kT z_rot).
theta   fraction of independent, equivalent sites that hold an atom
p, T    gas pressure and temperature
D       energy released per molecule between lowest levels
z_site  internal partition function of one adsorbed atom
z_rot   rotational and nuclear-spin partition function of the molecule
Lambda  thermal wavelength of the molecule
Example: hydrogen on Cu(100), rough typical parameters.
Internal units are SI; energies are entered in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import gammaln

kB, h, eV = const.k, const.h, const.e
torr = const.atm / 760.0
mass = 2.0 * (const.m_p + const.m_e)

# Rough example inputs
T0 = 350.0
p0 = 100.0 * torr
D0 = 0.40 * eV
quantum0 = 0.08 * eV
B_rot = 7.4e-3 * eV
lattice = 0.36e-9
barrier = 0.50 * eV

J = np.arange(60)
rot_energy = B_rot * J * (J + 1)
rot_weight = (2 * J + 1) * np.where(J % 2 == 0, 1.0, 3.0)


def wavelength(T):
    return h / np.sqrt(2 * np.pi * mass * kB * T)


def z_rot(T):
    return np.sum(rot_weight * np.exp(-rot_energy / (kB * T)))


def z_site(T, quantum=quantum0):
    # two nuclear-spin states, three equal harmonic vibrations
    return 2.0 / (1.0 - np.exp(-quantum / (kB * T)))**3


def K_eq(T, D=D0, quantum=quantum0):
    return (z_site(T, quantum)**2 * np.exp(D / (kB * T))
            * wavelength(T)**3 / (kB * T * z_rot(T)))


def coverage(K, p):
    x = np.sqrt(K * p)
    return x / (1 + x)


kT = kB * T0
Lam = wavelength(T0)
K0 = K_eq(T0)
x0 = np.sqrt(K0 * p0)
theta0 = coverage(K0, p0)

# Translational partition function from particle-in-a-box levels
box = 200 * Lam
n_level = np.arange(1, 4001)
level_sum = np.sum(np.exp(-n_level**2 * h**2 / (8 * mass * box**2 * kT)))
assert abs(level_sum + 0.5 - box / Lam) < 1e-7

# Adsorbed-atom partition function from explicit vibrational levels
v = np.arange(200)
vib_boltz = np.exp(-v * quantum0 / kT)
assert abs(2 * vib_boltz.sum()**3 / z_site(T0) - 1) < 1e-12

# Closed box: exact canonical sum over the number of gas molecules.
# Finite-size corrections are of order 1/sites.
sites, atoms = 20000, 28000
volume = 0.5 * sites * kT / p0
n_gas = np.arange((atoms - sites) // 2, atoms // 2 + 1)
n_ads = atoms - 2 * n_gas
log_w = (gammaln(sites + 1) - gammaln(n_ads + 1)
         - gammaln(sites - n_ads + 1)
         + n_ads * (np.log(2 * vib_boltz.sum()**3) + D0 / (2 * kT))
         + n_gas * np.log(volume * z_rot(T0) / Lam**3)
         - gammaln(n_gas + 1))
prob = np.exp(log_w - log_w.max())
prob /= prob.sum()
theta_box = np.sum(prob * n_ads) / sites
p_box = np.sum(prob * n_gas) * kT / volume
theta_box_formula = coverage(K0, p_box)
assert abs(theta_box - theta_box_formula) < 3e-4


# Master equation on a ring: pair adsorption, pair desorption, hopping.
# Only even atom numbers are reachable from the empty ring.
def ring_steady(ads, des, hop, size=12):
    states = [s for s in range(2**size) if bin(s).count("1") % 2 == 0]
    index = {s: i for i, s in enumerate(states)}
    rate = np.zeros((len(states), len(states)))
    for s in states:
        start = index[s]
        for i in range(size):
            j = (i + 1) % size
            left, right = (s >> i) & 1, (s >> j) & 1
            r = hop if left != right else (des if left else ads)
            end = index[s ^ (1 << i) ^ (1 << j)]
            rate[end, start] += r
            rate[start, start] -= r
    rate[-1, :] = 1.0
    rhs = np.zeros(len(states))
    rhs[-1] = 1.0
    P = np.linalg.solve(rate, rhs)
    arr = np.array(states)
    one = arr & 1
    two = (arr >> 1) & 1
    return np.sum(P * one), np.sum(P * one * two)


ring_ratio = 0.36
ring_expected = coverage(ring_ratio, 1.0)
ring_results = [ring_steady(ring_ratio, 1.0, hop) for hop in (0.1, 10.0)]
for single, pair in ring_results:
    # the remaining difference comes from the fixed parity on 12 sites
    assert abs(single - ring_expected) < 1e-5
    assert abs(pair - ring_expected**2) < 1e-5

# Pressure dependence: low-pressure law, half coverage, local exponent
p_low = 1e-8 / K0
assert abs(coverage(K0, p_low) / np.sqrt(K0 * p_low) - 1) < 2e-4
assert abs(coverage(K0, 1 / K0) - 0.5) < 1e-12
step = 1e-4
exponent = (np.log(coverage(K0, p0 * np.exp(step)))
            - np.log(coverage(K0, p0 * np.exp(-step)))) / (2 * step)
assert abs(exponent - (1 - theta0) / 2) < 1e-7

# Heat at fixed coverage: finite difference against mean energies
dT = 0.01
heat_slope = -kB * T0**2 * (np.log(K_eq(T0 + dT))
                            - np.log(K_eq(T0 - dT))) / (2 * dT)
rot_boltz = rot_weight * np.exp(-rot_energy / kT)
U_rot = np.sum(rot_energy * rot_boltz) / rot_boltz.sum()
U_site = 3 * np.sum(v * quantum0 * vib_boltz) / vib_boltz.sum()
heat_energy = D0 + 2.5 * kT + U_rot - 2 * U_site
assert abs(heat_slope / heat_energy - 1) < 1e-6

# Impingement flux from the Maxwell velocity distribution
u_th = np.sqrt(kT / mass)
mean_u = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
              0, 12)[0] * u_th
flux = p0 / np.sqrt(2 * np.pi * mass * kT)
assert abs(flux / (p0 / kT * mean_u) - 1) < 1e-8

# Relaxation: sticking at zero coverage taken as exp(-barrier/kT)
site_density = 2 / lattice**2
sticking = np.exp(-barrier / kT)
a_rate = 2 * flux * sticking / site_density
tau = x0 / (2 * a_rate)
late = np.array([8.0, 10.0]) * x0 / 2
sol = solve_ivp(lambda t, y: (1 - y)**2 - y**2 / x0**2, (0, late[-1]),
                [0.0], t_eval=late, method="DOP853",
                rtol=1e-11, atol=1e-13)
gap = theta0 - sol.y[0]
decay = np.log(gap[0] / gap[1]) / (late[1] - late[0])
tau_numeric = 1 / (decay * a_rate)
assert abs(tau_numeric / tau - 1) < 2e-3


# Grand-canonical enumeration on a periodic rectangular lattice
def lattice_coverage(rows, cols, repulsion):
    count = rows * cols
    bits = ((np.arange(2**count)[:, None] >> np.arange(count)) & 1)
    occ = bits.reshape(-1, rows, cols)
    pairs = (np.sum(occ * np.roll(occ, 1, axis=1), axis=(1, 2))
             + np.sum(occ * np.roll(occ, 1, axis=2), axis=(1, 2)))
    number = bits.sum(axis=1)
    weight = x0**number * np.exp(-repulsion * pairs / kT)
    return np.sum(weight * number) / (count * weight.sum())


assert abs(lattice_coverage(4, 4, 0.0) - theta0) < 1e-12
repulsion = 0.02 * eV
theta_repel = lattice_coverage(4, 4, repulsion)
theta_repel_small = lattice_coverage(3, 4, repulsion)
assert abs(theta_repel - theta_repel_small) < 0.01
assert theta_repel < theta0

# Other neglected effects
D_error = 0.05 * eV
theta_weak = coverage(K_eq(T0, D0 - D_error), p0)
theta_strong = coverage(K_eq(T0, D0 + D_error), p0)
soft = 0.8 * quantum0
theta_soft = coverage(K_eq(T0, D0, soft), p0)
diameter = 0.27e-9
nonideal = 2 * np.pi / 3 * diameter**3 * p0 / kT
mol_quantum = 0.5 * eV
mol_excited = np.exp(-mol_quantum / kT)

print("INPUTS (rough typical values)")
print(f"temperature = {T0:.0f} K, pressure = {p0/torr:.0f} Torr")
print(f"energy released D = {D0/eV:.2f} eV per molecule")
print(f"adsorbed-atom vibrational quantum = {quantum0/eV:.2f} eV")
print(f"molecular rotational constant = {B_rot/eV*1e3:.1f} meV")
print(f"copper lattice constant = {lattice*1e9:.2f} nm")
print(f"adsorption barrier = {barrier/eV:.2f} eV")
print("EQUILIBRIUM")
print(f"kT = {kT/eV:.5f} eV")
print(f"thermal wavelength = {Lam*1e9:.5f} nm")
print(f"z_rot = {z_rot(T0):.4f}, classical = {2*kT/B_rot:.4f}")
print(f"z_site = {z_site(T0):.4f}")
print(f"exp(D/kT) = {np.exp(D0/kT):.4e}")
print(f"K = {K0*torr:.4e} per Torr")
print(f"K p = {K0*p0:.4f}, sqrt(K p) = {x0:.4f}")
print(f"coverage = {theta0:.4f}")
print(f"site density = {site_density*1e-4:.3e} per cm2")
print(f"adsorbed atoms = {theta0*site_density*1e-4:.3e} per cm2")
print(f"half-coverage pressure = {1/K0/torr:.1f} Torr")
print(f"local pressure exponent = {exponent:.4f}")
print("PRESSURE SCAN at example temperature")
for p_t in (0.01, 1.0, 10.0, 100.0, 760.0):
    y = K0 * p_t * torr
    print(f"{p_t:g} Torr: coverage {coverage(K0, p_t*torr):.4f}, "
          f"Kp/(1+Kp) {y/(1+y):.6f}")
print("TEMPERATURE SCAN at example pressure")
for T in (300.0, 350.0, 400.0, 450.0):
    print(f"{T:.0f} K: K {K_eq(T)*torr:.3e} per Torr, "
          f"coverage {coverage(K_eq(T), p0):.4f}")
print("HEAT AND RATE")
print(f"U_rot = {U_rot/eV:.5f} eV, U_site = {U_site/eV:.5f} eV")
print(f"heat from slope = {heat_slope/eV:.5f} eV per molecule")
print(f"heat from energies = {heat_energy/eV:.5f} eV per molecule")
print(f"flux = {flux*1e-4:.3e} per cm2 per s")
print(f"sticking at zero coverage = {sticking:.3e}")
print(f"adsorption rate a = {a_rate:.3f} per s")
print(f"relaxation time = {tau:.4f} s, integrated {tau_numeric:.4f} s")
print("INDEPENDENT CHECKS")
print(f"closed box: pressure {p_box/torr:.3f} Torr")
print(f"closed box: coverage {theta_box:.6f}, "
      f"formula {theta_box_formula:.6f}")
print(f"ring: a/d = {ring_ratio:.2f}, formula {ring_expected:.6f}")
for hop, result in zip((0.1, 10.0), ring_results):
    print(f"ring hop/d {hop:g}: coverage {result[0]:.6f}, "
          f"pair {result[1]:.6f}")
print("NEGLECTED EFFECTS")
print(f"D lower by {D_error/eV:.2f} eV: coverage {theta_weak:.4f}")
print(f"D higher by {D_error/eV:.2f} eV: coverage {theta_strong:.4f}")
print(f"repulsion {repulsion/eV:.2f} eV per pair: "
      f"coverage {theta_repel:.4f}")
print(f"same on 3 by 4 lattice: coverage {theta_repel_small:.4f}")
print(f"quantum {soft/eV:.3f} eV: coverage {theta_soft:.4f}")
print(f"hard spheres {diameter*1e9:.2f} nm: "
      f"fugacity shift {nonideal:.2e}")
print(f"molecular quantum {mol_quantum/eV:.1f} eV: "
      f"excited/ground {mol_excited:.2e}")
print("every check passed")
```

It prints:

```
INPUTS (rough typical values)
temperature = 350 K, pressure = 100 Torr
energy released D = 0.40 eV per molecule
adsorbed-atom vibrational quantum = 0.08 eV
molecular rotational constant = 7.4 meV
copper lattice constant = 0.36 nm
adsorption barrier = 0.50 eV
EQUILIBRIUM
kT = 0.03016 eV
thermal wavelength = 0.06573 nm
z_rot = 8.8505, classical = 8.1515
z_site = 2.4903
exp(D/kT) = 5.7510e+05
K = 3.1572e-03 per Torr
K p = 0.3157, sqrt(K p) = 0.5619
coverage = 0.3598
site density = 1.543e+15 per cm2
adsorbed atoms = 5.552e+14 per cm2
half-coverage pressure = 316.7 Torr
local pressure exponent = 0.3201
PRESSURE SCAN at example temperature
0.01 Torr: coverage 0.0056, Kp/(1+Kp) 0.000032
1 Torr: coverage 0.0532, Kp/(1+Kp) 0.003147
10 Torr: coverage 0.1509, Kp/(1+Kp) 0.030606
100 Torr: coverage 0.3598, Kp/(1+Kp) 0.239962
760 Torr: coverage 0.6077, Kp/(1+Kp) 0.705840
TEMPERATURE SCAN at example pressure
300 K: K 4.151e-02 per Torr, coverage 0.6708
350 K: K 3.157e-03 per Torr, coverage 0.3598
400 K: K 4.567e-04 per Torr, coverage 0.1761
450 K: K 1.021e-04 per Torr, coverage 0.0918
HEAT AND RATE
U_rot = 0.02772 eV, U_site = 0.01820 eV
heat from slope = 0.46672 eV per molecule
heat from energies = 0.46672 eV per molecule
flux = 1.323e+23 per cm2 per s
sticking at zero coverage = 6.314e-08
adsorption rate a = 10.822 per s
relaxation time = 0.0260 s, integrated 0.0260 s
INDEPENDENT CHECKS
closed box: pressure 103.614 Torr
closed box: coverage 0.363855, formula 0.363851
ring: a/d = 0.36, formula 0.375000
ring hop/d 0.1: coverage 0.375000, pair 0.140625
ring hop/d 10: coverage 0.375000, pair 0.140625
NEGLECTED EFFECTS
D lower by 0.05 eV: coverage 0.1970
D higher by 0.05 eV: coverage 0.5628
repulsion 0.02 eV per pair: coverage 0.2433
same on 3 by 4 lattice: coverage 0.2426
quantum 0.064 eV: coverage 0.3982
hard spheres 0.27 nm: fugacity shift 1.14e-04
molecular quantum 0.5 eV: excited/ground 6.31e-08
every check passed
```
